\section*{Quadratic penalties and multiplier updates for a constrained molecular geometry}

\section*{The problem}

A molecular geometry is to be optimized while one internal coordinate is held at a chosen value. Let $x\in\mathbb{R}^n$ with $n\ge 2$ be the coordinates, $E(x)$ the energy and $c(x)=0$ the constraint, both smooth. Two methods replace the constrained problem by unconstrained ones. The first minimizes
\begin{equation}
P_k(x)=E(x)+\tfrac{k}{2}\,c(x)^2,\qquad k>0 .
\label{pen}
\end{equation}
The second adds a linear term $\lambda c$ and adjusts $\lambda$ between minimizations. We ask what each method leaves of the constraint violation, and at what cost.

The Lagrangian is $L(x,\lambda)=E(x)+\lambda c(x)$, so the constrained minimum $x^*$ and its multiplier $\lambda^*$ obey
\begin{equation}
\nabla E(x^*)+\lambda^*\nabla c(x^*)=0,\qquad c(x^*)=0 .
\label{kkt}
\end{equation}
With the opposite sign in $L$, every multiplier below changes sign. Write
\[
a=\nabla c(x^*),\qquad H=\nabla^2E(x^*)+\lambda^*\nabla^2c(x^*).
\]
We assume $a\neq0$ and $v^{T}Hv>0$ for every nonzero tangent vector $v$, that is, every $v\ne0$ with $a^{T}v=0$. All results are local: they concern minima near $x^*$.

The numerical example is a planar triatomic B--A--C with round parameters. Atom A is at the origin, B at $(x_B,0)$ and C at $(x_C,y_C)$. This removes translation and rotation, which would give zero eigenvalues of $H$, and leaves three coordinates, all lengths. With $r_B=x_B$, $r_C=(x_C^2+y_C^2)^{1/2}$ and $\cos\theta=x_C/r_C$,
\begin{equation}
E=\sum_{i=B,C}D\bigl[1-e^{-\alpha(r_i-r_i^0)}\bigr]^2+\tfrac{b}{2}(\cos\theta-\cos\theta_0)^2 ,
\label{model}
\end{equation}
where $D=0.2$ hartree, $\alpha=1.2$ bohr$^{-1}$, $r_B^0=1.8$ bohr, $r_C^0=2.2$ bohr, $b=0.2$ hartree and $\cos\theta_0=-0.25$. The free B--C distance is 3.172 bohr; we hold it at 3.6 bohr, so $c=d_{BC}-3.6$ bohr. Then $\lambda$ is a force in hartree/bohr and $k$ a stiffness in hartree/bohr$^2$. These units are understood below.

\section*{(a) What does the penalty minimum solve?}

Let $x_k$ minimize $P_k$. Find the constrained problem that $x_k$ solves, and relate its multiplier to the violation $c(x_k)$.

\textbf{Solution.} The chain rule applied to (\ref{pen}) gives
\begin{equation}
\nabla E(x_k)+k\,c(x_k)\,\nabla c(x_k)=0 .
\end{equation}
This is the first condition in (\ref{kkt}) with the number $k\,c(x_k)$ in place of the multiplier. Put $t_k=c(x_k)$. On the surface $c(x)=t_k$ the penalty term is constant, so $x_k$ minimizes $E$ locally on that surface. It solves the problem with the wrong constraint value $t_k$, and its multiplier is
\begin{equation}
\lambda_k=k\,c(x_k)\quad\Longleftrightarrow\quad c(x_k)=\frac{\lambda_k}{k}.
\label{exact}
\end{equation}
This is an identity at every $k$ for which the minimum exists. It contains $\lambda_k$, not $\lambda^*$. The violation vanishes at finite $k$ only if $\lambda_k=0$, which means that $\nabla E(x_k)=0$ and no force was needed.

Physically, the penalty is a spring. A spring exerts a force only when it is displaced, and the displacement is force over stiffness.

\section*{(b) How does the multiplier depend on the constraint value?}

Let $V(t)$ be the minimum of $E$ on $c(x)=t$, near $x^*$. Find $V'(t)$ and an expression for $\kappa=V''(0)$.

\textbf{Solution.} The conditions for the displaced problem are
\begin{equation}
\nabla E(x)+\lambda\nabla c(x)=0,\qquad c(x)=t .
\label{disp}
\end{equation}
Their derivative with respect to $(x,\lambda)$ at $t=0$ is the bordered matrix
\[
\begin{pmatrix}H&a\\a^{T}&0\end{pmatrix}.
\]
Suppose it maps $(v,s)$ to zero: $Hv+as=0$ and $a^{T}v=0$. Multiplying the first equation by $v^{T}$ gives $v^{T}Hv=0$, so $v=0$ by assumption. Then $as=0$, and $s=0$ because $a\ne0$. The matrix is nonsingular, and the implicit function theorem gives smooth functions $x(t)$ and $\lambda(t)$.

Differentiating $c(x(t))=t$ gives $\nabla c^{T}x'=1$. Hence
\begin{equation}
V'(t)=\nabla E^{T}x'=-\lambda\,\nabla c^{T}x'=-\lambda(t),
\qquad \kappa=-\lambda'(0).
\label{slope}
\end{equation}
Differentiating the first equation of (\ref{disp}) at $t=0$, with $p=x'(0)$, gives $Hp+a\lambda'(0)=0$, or
\begin{equation}
Hp=\kappa a,\qquad a^{T}p=1 .
\label{response}
\end{equation}
If $H$ is invertible, $p=\kappa H^{-1}a$. Inserting this in $a^{T}p=1$ yields
\begin{equation}
\kappa=\frac{1}{a^{T}H^{-1}a}.
\label{kappa}
\end{equation}
Thus $\kappa$ is the relaxed stiffness of the molecule along the constrained coordinate: all other coordinates follow as $t$ changes.

In the example $\lambda^*=-0.042747$. By (\ref{slope}) the energy rises with the B--C distance at this point: the molecule pulls back towards its shorter free distance. The constraint force has magnitude 3.52 nN. Equation (\ref{kappa}) gives $\kappa=0.095742$. Numerical derivatives of $V$, computed in bond lengths with the angle eliminated by the law of cosines, reproduce both values. If the term $\lambda^*\nabla^2c$ is dropped from $H$, (\ref{kappa}) gives 0.1138, which is 19\% above the correct stiffness. The curvature of the constraint surface therefore matters here.

\section*{(c) How large is the violation at large weight?}

Express $c(x_k)$ through $\lambda^*$, $\kappa$ and $k$, and find the energy error.

\textbf{Solution.} Minimize $P_k$ in two stages: first over $x$ at fixed $c(x)=t$, then over $t$. The first stage gives $V(t)+kt^2/2$, so
\begin{equation}
V'(t)+kt=0 .
\label{reduced}
\end{equation}
With $\varepsilon=1/k$ this reads $t+\varepsilon V'(t)=0$. At $\varepsilon=0$ the root is $t=0$ and the derivative with respect to $t$ is 1. A smooth root $t(\varepsilon)$ therefore exists for large $k$, and $t=O(1/k)$. Expand $V'$ using (\ref{slope}):
\[
-\lambda^*+\kappa t+\tfrac12V'''(0)t^2+O(t^3)+kt=0 .
\]
Solving for the linear term,
\begin{equation}
t=\frac{\lambda^*-\frac12V'''(0)t^2+O(t^3)}{k+\kappa}
=\frac{\lambda^*}{k+\kappa}+O(k^{-3}),
\label{viol}
\end{equation}
because $t^2/(k+\kappa)=O(k^{-3})$. To leading order the violation is $\lambda^*/k$. The first correction has a simple meaning: the spring and the molecule act as two springs in parallel, with total stiffness $k+\kappa$.

For the energy, expand $V$ and insert (\ref{viol}):
\begin{align}
E(x_k)-E(x^*)&=-\lambda^*t+\tfrac12\kappa t^2+O(t^3)\nonumber\\
&=-\frac{\lambda^{*2}}{k}+\frac{\kappa\lambda^{*2}}{k^2}
+\frac{\kappa\lambda^{*2}}{2k^2}+O(k^{-3})\nonumber\\
&=-\frac{\lambda^{*2}}{k}\Bigl(1-\frac{3\kappa}{2k}\Bigr)+O(k^{-3}).
\label{eerr}
\end{align}
If $\lambda^*\neq0$, the energy is too low at large $k$, since the molecule has relaxed part of the way towards its free geometry.

At $k=1$ the leading law predicts $c=-0.04275$ bohr, and (\ref{viol}) predicts
\[
\frac{-0.042747}{1.095742}=-0.03901\ \text{bohr};
\]
the minimization gives $-0.03899$ bohr. At $k=100$ the violation is $-4.27\times10^{-4}$ bohr. The energy error there is $-1.8247\times10^{-5}$ hartree, against $-1.8273\times10^{-5}$ from $-\lambda^{*2}/k$; the bracket in (\ref{eerr}) accounts for the difference of 0.14\%. Between $k=10$ and $k=100$ the remainder in (\ref{viol}) falls with measured order 2.99 in $1/k$, in agreement with the predicted 3.

\section*{(d) What does a large weight do to the Hessian?}

Find when $M=H+kaa^{T}$ is positive definite, find its condition number $C$ (largest over smallest eigenvalue) at large $k$, and find the effect on steepest descent.

\textbf{Solution.} Differentiating $\nabla P_k=\nabla E+kc\nabla c$ once more gives
\[
\nabla^2P_k=\nabla^2E+kc\,\nabla^2c+k\,\nabla c\,\nabla c^{T}.
\]
At $x_k$ the factor $kc$ equals $\lambda_k$, which stays finite. Since $x_k-x^*=O(1/k)$, this matrix differs from $M$ by a bounded amount, and that part of the difference which acts within the tangent space of $c$ at $x_k$ is $O(1/k)$ relative to the tangential block of $H$. The matrix $M$ therefore gives the leading behaviour.

\emph{Positive definiteness.} Any vector can be written $v=sp+w$, with $s=a^{T}v$, $p$ from (\ref{response}) and $a^{T}w=0$. The cross term vanishes, because $w^{T}Hp=\kappa w^{T}a=0$. Also $p^{T}Hp=\kappa p^{T}a=\kappa$. Therefore
\begin{equation}
v^{T}Mv=(k+\kappa)s^2+w^{T}Hw .
\label{posdef}
\end{equation}
The second term is positive for $w\ne0$, so $M$ is positive definite if and only if $k+\kappa>0$. This holds at large $k$, which confirms that the stationary point found in (c) is a minimum.

\emph{Condition number.} Use the unit vector $a/|a|$ and an orthonormal tangent basis. In this basis
\[
M=\begin{pmatrix}k|a|^2+h&g^{T}\\g&B\end{pmatrix},
\]
where $h$, $g$ and the tangential block $B$ come from $H$ and do not depend on $k$. The largest eigenvalue is $k|a|^2+O(1)$. For an eigenvalue $\mu$ that stays bounded, with eigenvector $(q,z)$, the first row gives $q=-g^{T}z/(k|a|^2+h-\mu)$. The second row then becomes
\[
\left[B-\frac{gg^{T}}{k|a|^2+h-\mu}\right]z=\mu z ,
\]
so these eigenvalues tend to those of $B$. With $\mu_{\min}$ the lowest eigenvalue of $B$,
\begin{equation}
C\simeq\frac{k|a|^2}{\mu_{\min}}\qquad(k\to\infty).
\label{cond}
\end{equation}
By (\ref{viol}) the violation falls as $1/k$ while the condition number rises as $k$: each further digit in the constraint multiplies $C$ by ten.

\emph{Steepest descent.} Near the minimum a step of length factor $\eta$ changes the error $e$ into $(I-\eta M)e$. The worst factor is the larger of $|1-\eta\mu_1|$ and $|1-\eta\mu_n|$, where $\mu_1$ and $\mu_n$ are the smallest and largest eigenvalues. It is least when $1-\eta\mu_1=\eta\mu_n-1$, so $\eta=2/(\mu_1+\mu_n)$, and the factor is $(C-1)/(C+1)$. With this fixed step and the least favourable start, reducing the error by a factor $F$ takes
\begin{equation}
N=\frac{\ln F}{\ln[(C+1)/(C-1)]}\simeq\tfrac12C\ln F\qquad(C\gg1)
\label{steps}
\end{equation}
steps. In the example $|a|^2=1.70133$ and $\mu_{\min}=0.08379$, so (\ref{cond}) gives $C\simeq20.3\,k$. The computed values for the exact Hessian $\nabla^2P_k$ at $x_k$ are 26.7 at $k=1$, where the asymptotic law is still rough ($M$ itself gives 28.1 there), and 2036 at $k=100$. Steepest descent, started from an equal mixture of the stiffest and softest modes, needed 93, 722 and 7033 steps for $F=1000$ at $k=1$, 10 and 100. For the last case (\ref{steps}) gives $\frac12(2036.3)(6.908)=7033$.

The damage depends on the algorithm and the coordinates. Newton's method reaches the minimum of a quadratic function in one step whatever $C$ is, apart from rounding. A change of variables $x=Ty$ turns $M$ into $T^{T}MT$, whose condition number can be smaller. Equation (\ref{steps}) describes steepest descent with the best fixed step in the given coordinates. Varying the step can lower the count greatly: on a quadratic function, one step with $\eta=1/\mu_i$ for each eigenvalue $\mu_i$ of $M$ removes the whole error in exact arithmetic. A large $C$ amplifies rounding: at $k=4.27\times10^4$ in double precision, a starting error of order one leaves a residual of about $10^{-5}$.

\section*{(e) Can the violation be removed at fixed weight?}

Given an estimate $\lambda_n$, minimize
\begin{equation}
A_n(x)=E(x)+\lambda_nc(x)+\tfrac{k}{2}c(x)^2
\label{aug}
\end{equation}
at fixed $k$. Find a natural update of the multiplier and its rate of convergence.

\textbf{Solution.} At the minimum $x_{n+1}$,
\[
\nabla E+\bigl[\lambda_n+k\,c(x_{n+1})\bigr]\nabla c=0 .
\]
The bracket is the multiplier of the point just found, so we take
\begin{equation}
\lambda_{n+1}=\lambda_n+k\,c(x_{n+1}).
\label{update}
\end{equation}
The linear term now supplies the force found so far, and the spring has to supply only what is missing.

Let $t=c(x_{n+1})$ and $e_n=\lambda_n-\lambda^*$. The two-stage argument of (c) gives $V'(t)+\lambda_n+kt=0$. Expanding $V'$,
\[
-\lambda^*+\kappa t+O(t^2)+\lambda_n+kt=0
\quad\Longrightarrow\quad
t=-\frac{e_n}{k+\kappa}+O(e_n^2),
\]
provided $k+\kappa>0$, which by (\ref{posdef}) also makes the inner point a minimum. Subtract $\lambda^*$ from (\ref{update}):
\begin{equation}
e_{n+1}=e_n+kt=\Bigl(1-\frac{k}{k+\kappa}\Bigr)e_n+O(e_n^2)
=\frac{\kappa}{k+\kappa}\,e_n+O(e_n^2).
\label{rate}
\end{equation}
Let $\rho=\kappa/(k+\kappa)$. If $|\rho|<1$ and the starting error is small enough, the quadratic term cannot spoil the contraction, and $\lambda_n\to\lambda^*$ at fixed finite $k$. The violation is proportional to $e_n$ at leading order, so it shrinks by the same factor.

For $\kappa>0$ we have $0<\rho<1$ at every $k>0$, and convergence is linear. For $\kappa=0$ the linear term vanishes and convergence is faster than linear. For $\kappa<0$ the condition $|\rho|<1$ reads $|\kappa|<k-|\kappa|$, so
\begin{equation}
k>2|\kappa|\qquad(\kappa<0).
\label{threshold}
\end{equation}
Finite weight is enough, but for negative stiffness it cannot be arbitrarily small.

In the example at $k=1$ the predicted factor is $0.095742/1.095742=0.0874$. Starting from $\lambda_0=0$, the first minimization is the penalty problem itself and leaves $-3.90\times10^{-2}$ bohr. The following violations are $-3.43\times10^{-3}$, $-3.00\times10^{-4}$ and $-2.62\times10^{-5}$ bohr; the last ratio is 0.0874. At $k=0.25$ and $k=4$ the measured factors are 0.277 and 0.0234, again as predicted.

\section*{(f) What is gained, and how should the weight be chosen?}

Compare the two methods at a violation of at most $10^{-6}$ bohr, and discuss small and large $k$.

\textbf{Solution.} By (\ref{viol}) the penalty method needs
\[
k\simeq\frac{0.042747}{10^{-6}}=4.27\times10^4 ,
\]
and the condition number there is $8.7\times10^5$. The augmented method at $k=1$ reaches $2.0\times10^{-7}$ bohr in six minimizations, with a condition number of 28 at the solution. For steepest descent with $F=1000$ in each minimization, (\ref{steps}) estimates $3\times10^6$ steps for the single penalty minimization and about $6\times97\simeq580$ for the six augmented ones. These counts compare equal reductions of the geometry error. The free geometry lies 0.62 bohr from $x^*$ in these coordinates, so a penalty run started there needs $F\simeq6\times10^5$, about $6\times10^6$ steps by (\ref{steps}), to bring the geometry within $10^{-6}$ bohr of its minimum. The violation itself can become small much sooner: after $4\times10^5$ steps it is $1.5\times10^{-6}$ bohr in magnitude while the geometry is still 0.23 bohr from the minimum. A small violation alone does not show that a penalty run has converged.

The multiplier term does not improve the Hessian at a given weight: at convergence the Hessian of (\ref{aug}) is the same matrix $M$. The gain is that $k$ need not grow with the accuracy demanded.

For $\kappa>0$, reducing the multiplier error by a factor $G$ takes about
\[
n_{\rm outer}\simeq\frac{\ln G}{\ln(1+k/\kappa)}
\]
updates. When $k\ll\kappa$ this is $(\kappa/k)\ln G$, so a very weak spring is slow. When $k\gg\kappa$ the count falls only as $1/\ln(k/\kappa)$, while the steepest-descent work per minimization grows as $k$ once $k|a|^2$ is large compared with the eigenvalues of $H$, the regime of (\ref{cond}). In this model $k=1$, about ten times $\kappa$, gives $\rho=0.087$ with a condition number of 28, so both the outer and the inner counts stay moderate.

\section*{(g) A bond held beyond its inflection point}

Replace the constraint by $c=x_B-2.8$ bohr. Find $\lambda^*$ and $\kappa$, and predict what happens at $k=0.05$, 0.1 and 0.3.

\textbf{Solution.} In (\ref{model}) $x_B$ appears only in its own Morse term, so C relaxes to its free position and $V(t)$ is the Morse energy at $x_B=2.8+t$. With $u=e^{-\alpha(x_B-r_B^0)}$ and $du/dx_B=-\alpha u$,
\begin{align*}
V'&=2D(1-u)\,\alpha u=2D\alpha(u-u^2),\\
V''&=2D\alpha(1-2u)(-\alpha u)=2D\alpha^2(2u^2-u).
\end{align*}
At $t=0$, $u=e^{-1.2}=0.3012$. Hence $\lambda^*=-V'(0)=-0.1010$ and $\kappa=V''(0)=-0.0690$. The stiffness is negative because $u<\frac12$: the bond has passed the point of greatest restoring force. The two thresholds are $|\kappa|=0.069$ for $x^*$ to be a minimum of the augmented function at $\lambda=\lambda^*$, and $2|\kappa|=0.138$ for convergence.

At $k=0.05$ the total stiffness $k+\kappa=-0.019$ is negative. The spring is too soft to hold the bond at 2.8 bohr: $x^*$ is not a minimum of the augmented function even with the correct multiplier. At $k=0.1$ the inner minimum exists, but
\[
\rho=\frac{-0.06898}{0.1-0.06898}\simeq-2.22 ,
\]
so a small multiplier error grows and changes sign at each update. At $k=0.3$, $\rho=-0.299$ and the iteration converges with alternating sign. The measured factors are $-2.2235$ and $-0.2986$, from a starting error of $10^{-6}$ hartree/bohr. A good inner minimization therefore does not guarantee a convergent outer iteration: between the two thresholds the full update (\ref{update}) fails. One remedy is to raise the weight above $2|\kappa|$. Another is to shorten the update to $\lambda_{n+1}=\lambda_n+\beta k\,c(x_{n+1})$. By the argument of (e) its error factor is $1-\beta k/(k+\kappa)$, which is smaller than one in magnitude for $0<\beta<2(k+\kappa)/k$. The values quoted in all parts can be compared with the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Morse depth 0.2 hartree, exponent 1.2 1/bohr
bond minima AB 1.8, AC 2.2 bohr
bend constant 0.2 hartree, cosine minimum -0.25
free BC distance 3.17175 bohr, target 3.6 bohr
solution: AB 1.87054, AC 2.27600 bohr, angle 120.183 deg
constrained energy 0.00922616 hartree
lam* -0.04274699 hartree/bohr; -dV/dt -0.04274699
size of constraint force 3.5218 nN
kappa 0.095742 hartree/bohr^2; d2V/dt2 0.095742
kappa from bare energy Hessian 0.113811 hartree/bohr^2
|grad c|^2 1.70133; tangential eigenvalues 0.08379, 0.43314 hartree/bohr^2
penalty: k (hartree/bohr^2), c (bohr), k*c (hartree/bohr), E-E* (hartree), condition number
        1 -3.898921e-02 -0.0389892 -1.5936e-03 26.746
       10 -4.234130e-03 -0.0423413 -1.8014e-04 208.96
      100 -4.270610e-04 -0.0427061 -1.8247e-05 2036.3
     1000 -4.274290e-05 -0.0427429 -1.8270e-06 20310
    10000 -4.274658e-06 -0.0427466 -1.8273e-07 2.0304e+05
order in 1/k of c - lam*/(k+kappa), k 10 to 100: 2.987
k|grad c|^2/mu_min at k=10000: 2.0304e+05
steepest descent k=1: 93 steps, predicted 92.3
steepest descent k=10: 722 steps, predicted 721.7
steepest descent k=100: 7033 steps, predicted 7033.0
multiplier update k=0.25: factor 0.27692, predicted 0.27692
multiplier update k=1.0: factor 0.08738, predicted 0.08738
multiplier update k=4.0: factor 0.02338, predicted 0.02338
k=1: step, c (bohr), updated multiplier (hartree/bohr)
  1 -3.8989e-02 -0.038989208
  2 -3.4293e-03 -0.042418469
  3 -2.9982e-04 -0.042718287
  4 -2.6199e-05 -0.042744486
  5 -2.2892e-06 -0.042746775
  6 -2.0002e-07 -0.042746975
penalty for 1e-6 bohr: k 42747 hartree/bohr^2, condition number 8.6794e+05
augmented, k=1: 6 outer steps, condition number 28.1354
AB held at 2.8 bohr: lam* -0.101029 hartree/bohr, kappa -0.068981 hartree/bohr^2
  k=0.05: no inner minimum, lowest eigenvalue -0.01898 hartree/bohr^2
  k=0.1: error factor -2.2235, predicted -2.2238
  k=0.3: error factor -0.2986, predicted -0.2986
\end{verbatim}
